# Linear and two-photon absorption of femtosecond pulses in silicon

## The question

A femtosecond laser pulse enters a thick silicon wafer at normal incidence. Let $I(z)$ be the intensity at depth $z$ inside the silicon. It obeys

$$\frac{dI}{dz}=-\alpha I-\beta I^2,\qquad I(0)=I_0,$$

where $\alpha>0$ is the linear absorption coefficient and $\beta>0$ the two-photon absorption coefficient. Both are taken as constants. The surface intensity $I_0$ is the value just below the surface, after reflection. If the reflectivity is $R$, the incident intensity is $I_0/(1-R)$. The wave is plane, nothing returns from the back face, and in parts (a) to (d) the intensity is steady in time.

Use these rough values for silicon at 800 nm: $\alpha=1000\ \mathrm{cm^{-1}}$, $\beta=2.0$ cm/GW, refractive index $n=3.7$. The photon energy is $h\nu=1.550$ eV. It is convenient to write $x=\beta I_0/\alpha$, a pure number that measures the surface intensity.

## Part (a): the intensity profile

**Find $I(z)$, and examine its limits for small $\beta$, small $\alpha$ and large $I_0$.**

**Answer.** The equation is nonlinear in $I$ but linear in $w=1/I$. Since $I>0$, the substitution is allowed, and

$$\frac{dw}{dz}=-\frac{1}{I^2}\frac{dI}{dz}=\frac{\alpha I+\beta I^2}{I^2}=\alpha w+\beta .$$

The constant term is removed by the shift $v=w+\beta/\alpha$, because then $dv/dz=\alpha w+\beta=\alpha v$. Hence $v(z)=v(0)e^{\alpha z}$, or

$$\frac1{I(z)}=\left(\frac1{I_0}+\frac{\beta}{\alpha}\right)e^{\alpha z}-\frac{\beta}{\alpha}.$$

Multiply both sides by $I_0e^{-\alpha z}$. The right side becomes $1+x-xe^{-\alpha z}$, so that

$$I(z)=\frac{I_0e^{-\alpha z}}{1+x\left(1-e^{-\alpha z}\right)} .$$

At $z=0$ the denominator is 1 and $I=I_0$, as required.

For $\beta\to0$, $x\to0$ and the exponential law $I_0e^{-\alpha z}$ returns. For $\alpha\to0$, the combination $x(1-e^{-\alpha z})=\beta I_0(1-e^{-\alpha z})/\alpha$ tends to $\beta I_0z$, and $I\to I_0/(1+\beta I_0z)$. Two-photon absorption alone therefore gives a slow algebraic decay, since it weakens as the light weakens.

For $I_0\to\infty$ at fixed $z>0$, divide numerator and denominator by $I_0$ to obtain

$$I(z)\to\frac{\alpha}{\beta}\,\frac{1}{e^{\alpha z}-1}.$$

In this model the intensity at a given depth has a ceiling, however strong the light at the surface.

## Part (b): balance at the surface

**Find the surface intensity at which the two processes deposit equal power per unit volume at the surface. Give it inside the silicon and as an incident intensity.**

**Answer.** A slab of unit area between $z$ and $z+dz$ receives $I(z)$ and passes on $I(z+dz)$. The power absorbed per unit volume is therefore $-dI/dz=\alpha I+\beta I^2$. The first term is the linear part and the second the two-photon part. Their ratio is

$$\frac{\beta I^2}{\alpha I}=\frac{\beta I}{\alpha},$$

which equals $x$ at the surface. Equality requires $x=1$:

$$I_0=\frac{\alpha}{\beta}=\frac{1000\ \mathrm{cm^{-1}}}{2.0\ \mathrm{cm/GW}}=500\ \mathrm{GW/cm^2}=5.0\times10^{11}\ \mathrm{W/cm^2}.$$

The reflectivity is $R=[(n-1)/(n+1)]^2=(2.7/4.7)^2=0.330$, so the incident intensity is $500/0.670=746\ \mathrm{GW/cm^2}$.

This is a balance of energy, not of electron-hole pairs. A two-photon event takes energy $2h\nu$ and makes one pair, so at $x=1$ it supplies half as many pairs as linear absorption does.

## Part (c): balance over the whole depth

**Find the power per unit area that each process deposits over all depths. Show that there is one non-zero surface intensity at which the two are equal, and find it.**

**Answer.** Let $L$ be the linear part and $T$ the two-photon part. In $L=\int_0^\infty\alpha I\,dz$, change the variable from depth to intensity with $dz=-dI/(\alpha I+\beta I^2)$. The intensity falls from $I_0$ to 0, and the minus sign reverses the limits:

$$L=\int_0^{I_0}\frac{\alpha I\,dI}{\alpha I+\beta I^2}=\int_0^{I_0}\frac{dI}{1+\beta I/\alpha}=\frac{\alpha}{\beta}\ln(1+x).$$

All the light that enters is absorbed, so $L+T=I_0=(\alpha/\beta)x$ and

$$T=\frac{\alpha}{\beta}\left[x-\ln(1+x)\right].$$

At the surface balance, $x=1$, the two-photon share of the total is $T/I_0=1-\ln2$, or 30.7 %. Equality at the surface is thus not equality in the whole sample.

The reason is clearest in weak light. With $\ln(1+x)\approx x-x^2/2$,

$$\frac TL=\frac{x}{\ln(1+x)}-1\approx\frac x2 .$$

Here $I\approx I_0e^{-\alpha z}$, and $I^2$ decays twice as fast as $I$. Two-photon absorption then acts over half the depth, which gives the factor $1/2$.

Setting $T=L$ gives

$$f(x)=x-2\ln(1+x)=0 .$$

The derivative is $f'(x)=1-2/(1+x)=(x-1)/(x+1)$. Thus $f$ starts at $f(0)=0$, falls until $x=1$, and rises from there without bound, because $x$ outgrows the logarithm. It crosses zero once for $x>0$.

A first guess $x=2.5$ gives $f=2.5-2\ln3.5=-0.0055$ and $f'=1.5/3.5=0.429$. One Newton step adds $0.0055/0.429=0.0129$, so $x\approx2.513$.

The root also has a closed form. Put $y=1+x$. Then $y-1=2\ln y$, or $y=e^{(y-1)/2}$. Multiplying by $-\tfrac12e^{-y/2}$ gives

$$-\frac y2\,e^{-y/2}=-\frac12e^{-1/2}.$$

The Lambert function $W$ is defined by $W(q)e^{W(q)}=q$, so $-y/2$ is a value of $W$ at $q=-\tfrac12e^{-1/2}$. There are two real values. The principal one is $-1/2$, which means $y=1$ and $x=0$, the case of no light. The lower branch $W_{-1}$ gives the wanted root:

$$x=-1-2W_{-1}\!\left(-\tfrac12e^{-1/2}\right)=2.5129 .$$

Hence $I_0=2.5129\times500=1256\ \mathrm{GW/cm^2}$ inside, and $1875\ \mathrm{GW/cm^2}$ incident. Above this intensity $f>0$ and two-photon absorption takes the larger share of the total; below it, linear absorption does.

## Part (d): which process leads at which depth

**For $x>1$, find the depth at which linear absorption takes over. Evaluate it for the intensity found in part (c), and describe the profile there.**

**Answer.** The local ratio $\beta I/\alpha$ falls with depth and reaches 1 where $I=\alpha/\beta$. With $q=e^{-\alpha z}$, the profile of part (a) gives

$$\frac{xq}{1+x(1-q)}=1\quad\Rightarrow\quad 2xq=1+x\quad\Rightarrow\quad z_c=\frac1\alpha\ln\frac{2x}{1+x}.$$

For $x=2.5129$ the logarithm is $\ln(5.0258/3.5129)=0.358$. Since $1/\alpha=10\ \mu$m, $z_c=3.58\ \mu$m. Two-photon absorption leads above this depth and linear absorption below it. At the balance of part (c), the two-photon excess in the upper layer equals the linear excess in the rest.

Since $2x/(1+x)<2$, the depth $z_c$ stays below $(\ln2)/\alpha$, about 6.9 $\mu$m here. Stronger light cannot push the two-photon layer deeper than that within this model.

The profile for $I_0=1256\ \mathrm{GW/cm^2}$, in GW/cm², is:

| Depth | $I$ | $I$ if $\beta=0$ |
|---|---|---|
| 1 $\mu$m | 918 | 1137 |
| 5 $\mu$m | 383 | 762 |
| 10 $\mu$m | 179 | 462 |
| 20 $\mu$m | 54 | 170 |

At large depth $I\to I_0e^{-\alpha z}/(1+x)$. The decay is again exponential at the rate $\alpha$, but the intensity is only $1/3.51=0.28$ of its value for $\beta=0$. At 20 $\mu$m the ratio of the two columns is 0.32, already near that limit.

## Part (e): a Gaussian pulse

**Let the surface intensity be $I_0(t)=I_p\,g(t)$ with $g=e^{-4\ln2\,t^2/\tau^2}$, where $\tau$ is the full width at half maximum. Find the peak intensities at which the deposited energies balance at the surface and over the whole depth.**

**Answer.** Absorption is taken to respond instantly, and pulse spreading by dispersion is neglected. If time is counted from the arrival of the pulse at each depth, the original equation holds separately for each part of the pulse. The energies follow by integrating over time. Write $x_p=\beta I_p/\alpha$.

At the surface, equality means $\alpha I_p\int g\,dt=\beta I_p^2\int g^2dt$. Squaring $g$ doubles its exponent, which narrows the Gaussian by $\sqrt2$, so $\int g^2dt=\int g\,dt/\sqrt2$. Therefore

$$x_p=\sqrt2,\qquad I_p=707\ \mathrm{GW/cm^2}.$$

Over the whole depth, the condition $T=L$ is replaced by its time integral:

$$\int_{-\infty}^{\infty}\left[x_pg-2\ln(1+x_pg)\right]dt=0 .$$

The integrand is $f(x_pg)$, which is negative for arguments between 0 and 2.51. The weak wings of the pulse thus favour linear absorption, and the peak must exceed 2.51 to compensate. A numerical solution gives $x_p=4.03$, or $I_p=2014\ \mathrm{GW/cm^2}$ inside.

Neither result depends on $\tau$, because a change of duration multiplies both energies by the same factor.

## Part (f): absorption by the carriers

**The electron-hole pairs made by the pulse absorb light too. Describe them by a Drude model with optical mass $m^*=0.2\,m_e$ and collision time $\tau_c=1$ fs, both rough. Extend the equation, say what happens to the two balances of part (e), and solve numerically for pulses of 30 fs and 100 fs.**

**Answer.** If $N$ is the pair density and $\sigma$ the absorption cross section per pair, then

$$\frac{\partial I}{\partial z}=-\alpha I-\beta I^2-\sigma NI,\qquad
\frac{\partial N}{\partial t}=\frac{\alpha I}{h\nu}+\frac{\beta I^2}{2h\nu}.$$

The factor 2 appears because one pair costs two photons in the second process. Carrier absorption heats existing pairs and is taken to make no new ones.

For the cross section, start from the dielectric function at angular frequency $\omega$, with time factor $e^{-i\omega t}$:

$$\varepsilon=n^2-\frac{\omega_p^2}{\omega(\omega+i/\tau_c)},\qquad \omega_p^2=\frac{Ne^2}{\varepsilon_0m^*}.$$

Its imaginary part is $\omega_p^2\tau_c/[\omega(1+\omega^2\tau_c^2)]$. At low density the imaginary part of $\sqrt\varepsilon$ is this divided by $2n$, and the absorption coefficient is $2\omega/c$ times that. Dividing by $N$,

$$\sigma=\frac{e^2\tau_c}{\varepsilon_0m^*nc\,(1+\omega^2\tau_c^2)}=2.2\times10^{-17}\ \mathrm{cm^2}.$$

At the surface, the linear and two-photon energies depend on $I_0(t)$ alone. For a given pulse inside the surface their balance stays at $x_p=\sqrt2$. Carriers add a third share there but do not alter the ratio of the first two.

Over the whole depth the profile changes, and so does the balance. In terms of $u=\beta I/\alpha$, $s=\alpha z$ and $\theta=t/\tau$,

$$\frac{\partial u}{\partial s}=-u\left[1+u+G\int_{-\infty}^{\theta}\left(u+\tfrac12u^2\right)d\theta'\right],\qquad G=\frac{\sigma\alpha\tau}{\beta h\nu}.$$

The number $G$ sets the strength of carrier absorption. With $h\nu=2.48\times10^{-19}$ J it is

$$G=\frac{(2.19\times10^{-17})(5\times10^{11})(3\times10^{-14})}{2.48\times10^{-19}}\approx1.3$$

for 30 fs, and about 4.4 for 100 fs. Neither is small, so for these values of $m^*$ and $\tau_c$ the carriers cannot be ignored. The numerical balances between linear and two-photon energy are:

| Pulse | $x_p$ | $I_p$ inside (GW/cm²) | Carrier share |
|---|---|---|---|
| 30 fs | 5.1 | 2560 | 50 % |
| 100 fs | 6.7 | 3360 | 78 % |

The last column is the share of all absorbed energy; the other two processes divide the rest equally. For the 30 fs case the equations were solved in two ways, by stepping in depth and by stepping in time, and the three deposited energies agreed within 1 %.

Relative to $x_p=4.03$ without carriers, the balance rises by 27 % for 30 fs and by 67 % for 100 fs.

The 100 fs row solves the equations above but lies outside their range for real silicon. It leaves about $4.9\times10^{21}$ pairs per cm³ at the surface. At that density the Drude formula gives $\varepsilon\approx1.9+5.0i$ instead of 13.7, so the low-density cross section no longer holds: the full complex index gives about twice the absorption $\sigma N$. The energy deposited at the surface, about $2.1\times10^4\ \mathrm{J/cm^3}$, is also three times what melting needs by the estimate of part (g). The row shows that carriers dominate, not where a real balance would lie. For 30 fs the low-density absorption is within 10 % of the full Drude value even at the end of the pulse.

## Part (g): does the silicon melt?

**For the 30 fs balance of part (f), find the carrier density left at the surface, and compare the energy deposited there with that needed for thermal melting. Take a heat capacity of 2.0 J/(cm³ K), a latent heat of 4000 J/cm³, a start at 300 K and melting at 1685 K.**

**Answer.** The fluence inside the surface is $F=81.6\ \mathrm{mJ/cm^2}$. Linear absorption deposits $\alpha F=81.6\ \mathrm{J/cm^3}$ there. By the Gaussian integrals of part (e), two-photon absorption deposits $x_p/\sqrt2=3.61$ times as much, or $295\ \mathrm{J/cm^3}$. The pair density is

$$N=\frac{81.6+295/2}{2.48\times10^{-19}}\ \mathrm{cm^{-3}}\approx9.2\times10^{20}\ \mathrm{cm^{-3}}.$$

At the end of the pulse $\sigma N\approx2\times10^4\ \mathrm{cm^{-1}}$, twenty times $\alpha$. With carrier absorption included, the total deposited at the surface is about $1200\ \mathrm{J/cm^3}$. If all of it becomes heat and none flows away, the temperature rises by $1200/2.0\approx600$ K. Melting needs

$$2.0\times(1685-300)+4000=6770\ \mathrm{J/cm^3}.$$

The deposit is 18 % of this. The surface receives the most, since intensity and carrier density both fall with depth, so this estimate predicts heating without thermal melting anywhere.

Recombination during the pulse can be neglected. With a rough Auger coefficient $C=4\times10^{-31}\ \mathrm{cm^6/s}$, the time $1/(CN^2)$ is 2.9 ps at the computed density, about a hundred times the pulse duration.

These figures assume that carrier absorption makes no new pairs. The energy deposited at the surface, divided by the pair density, is about 8 eV per pair, several times the band gap of 1.12 eV. Such hot carriers can create further pairs by impact ionization, so the density and the heating found here may be too low.

## Part (h): comparison with real silicon

**Which of these results can be carried over to a real experiment, and with what reservations?**

**Answer.** Ti:sapphire lasers can deliver pulses of 30 to 100 fs at 800 nm, and a wafer several hundred micrometres thick is many times $1/\alpha$, so the thick-sample assumption is sound. The value of $\beta$ is uncertain: reported values differ by a factor of several. The balances of parts (b), (c) and (e) scale as $1/\beta$ and carry that uncertainty in full. In the model of part (f), carrier absorption raises the depth balance by 27 % for 30 fs, for the chosen $m^*$ and $\tau_c$. The size of this shift depends strongly on the rough collision time: it is 35 % for $\tau_c=0.5$ fs, 12 % for 3 fs and only 4 % for 10 fs. That model leaves out impact ionization and keeps $\alpha$ and $\beta$ constant. Near $10^{21}$ pairs per cm³ the filling of band states can lower $\alpha$, since the photon energy exceeds the gap by only 0.43 eV; the effect is modest while the carriers are hot. At the peak of this pulse the field inside the silicon is about 23 MV/cm, and a constant $\beta$ may no longer describe the absorption well, so the 27 % is a model result and not a prediction for a real wafer. For 100 fs the computed balance lies beyond the range of the model, as part (f) explains, and should not be carried over. Carriers also lower the calculated reflectivity from 0.330 to 0.297 by the end of the 30 fs pulse, which raises the transmitted fraction by 5 %. In a focused beam the intensity varies across the spot. If diffraction and self-focusing are negligible over the depth $1/\alpha$, the balances then apply at each point separately, not to the pulse energy as a whole.

The surface balance $I_0=\alpha/\beta$ is the sturdier of the two results, because it needs no knowledge of the profile below. The depth balance $2.51\,\alpha/\beta$ is a property of the two-term equation in steady light. Within the models used here, with constant $\alpha$ and $\beta$, it is a lower guide for the peak intensity of a femtosecond pulse: pulse shape and carriers both raised it in the cases computed.

## Table of computed values

```
INPUTS (rough, silicon)
wavelength = 800 nm
photon energy = 1.550 eV
alpha = 1000 /cm, 1/alpha = 10.0 um
beta = 2.0 cm/GW
refractive index = 3.7, reflectivity = 0.330
pulse durations = 30 and 100 fs
optical mass = 0.2 m_e
collision time = 1.0 fs
Auger coefficient = 4e-31 cm6/s
heat capacity = 2.0 J/(cm3 K)
latent heat = 4000 J/cm3
start, melting temperature = 300, 1685 K
STEADY INTENSITY
surface crossing, inside = 500 GW/cm2
surface crossing, incident = 746 GW/cm2
depth crossing, x = 2.5129
depth crossing, inside = 1256 GW/cm2
depth crossing, incident = 1875 GW/cm2
two-photon share of total at x = 1: 30.7 %
linear takes over below 3.58 um (depth crossing)
PROFILE at depth crossing: z, I, I with beta = 0 (GW/cm2)
  0 um   1256.4   1256.4
  1 um    917.5   1136.9
  2 um    706.8   1028.7
  5 um    383.2    762.1
 10 um    178.6    462.2
 20 um     53.6    170.0
GAUSSIAN PULSE, peak values inside, no carrier absorption
surface crossing: x = 1.4142, 707 GW/cm2
depth crossing: x = 4.0282, 2014 GW/cm2
GAUSSIAN PULSE, depth crossing with carrier absorption
carrier cross section = 2.19e-17 cm2
30 fs: x = 5.112, peak 2556 GW/cm2
30 fs: carriers take 50.2 %
100 fs: x = 6.724, peak 3362 GW/cm2
100 fs: carriers take 77.8 %
SURFACE after the 30 fs pulse at that crossing
fluence inside = 81.6 mJ/cm2
carrier density = 9.23e+20 /cm3
carrier absorption at pulse end = 20232 /cm
reflectivity at pulse end = 0.297
Auger time = 2.9 ps
deposited energy = 1202 J/cm3
temperature rise if all becomes heat = 601 K
energy needed to melt = 6770 J/cm3
deposited / needed to melt = 0.178
```
